# Wiener and Hashin-Shtrikman bounds from a Stieltjes continued fraction

A composite is periodic with a cell that may be large, and $\langle\cdot\rangle$ is the cell average. Its two phases are isotropic and lossless, with relative permittivities $\varepsilon_1,\varepsilon_2>0$, $\varepsilon_1\ne\varepsilon_2$. The function $\chi$ is 1 in phase 1 and 0 in phase 2, and $p=\langle\chi\rangle$ with $0<p<1$. The fields are static. The mean field is a unit vector $\mathbf e$, and $\varepsilon_*=\langle\mathbf e\cdot\varepsilon\mathbf E\rangle$ is the effective permittivity along $\mathbf e$. The contrast is measured by

$$s=\frac{\varepsilon_2}{\varepsilon_2-\varepsilon_1},\qquad \frac{\varepsilon_1}{\varepsilon_2}=1-\frac1s .$$

Thus $s>1$ if $\varepsilon_1<\varepsilon_2$, and $s<0$ if $\varepsilon_1>\varepsilon_2$.

## (a) Separate geometry from contrast

**Write $\varepsilon_*=\varepsilon_2[1-F(s)]$ and express $F$ through a positive measure that depends on geometry alone. What does $\varepsilon_*\ge0$ add?**

**Solution.** Let $\Gamma$ project on zero-mean gradient fields. In Fourier components, $(\Gamma\mathbf V)_{\mathbf k}=\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf V_{\mathbf k})$ for $\mathbf k\neq0$, and the $\mathbf k=0$ component is removed. The field equations say that $\mathbf E-\mathbf e=\Gamma\mathbf E$ (no curl) and $\Gamma\varepsilon\mathbf E=0$ (no divergence of $\mathbf D$). Since $\varepsilon=\varepsilon_2(1-\chi/s)$, the second gives $\Gamma\mathbf E=\Gamma\chi\mathbf E/s$, so

$$\mathbf E=\mathbf e+\frac1s\Gamma\chi\mathbf E .$$

Multiply by $s\chi$ and use $\chi^2=\chi$. With $A=\chi\Gamma\chi$,

$$(s-A)\,\chi\mathbf E=s\,\chi\mathbf e .$$

Because $\langle\mathbf v\cdot A\mathbf v\rangle=\langle|\Gamma\chi\mathbf v|^2\rangle$ lies between 0 and $\langle|\mathbf v|^2\rangle$, the spectrum of $A$ lies in $[0,1]$, and $s-A$ can be inverted for our $s$. Hence

$$\varepsilon_*=\varepsilon_2\Big(1-\frac{\langle\mathbf e\cdot\chi\mathbf E\rangle}{s}\Big),\qquad F(s)=\langle\chi\mathbf e\cdot(s-A)^{-1}\chi\mathbf e\rangle=\int_0^1\frac{d\mu(z)}{s-z},$$

with $\mu\ge0$ by the spectral theorem. Also $\langle\mathbf e\cdot\chi\mathbf E\rangle=sF$, so the mean field in phase 1 along $\mathbf e$ is $sF/p$.

Since $\mathbf E-\mathbf e$ is orthogonal to $\varepsilon\mathbf E$, we have $\varepsilon_*=\langle\mathbf E\cdot\varepsilon\mathbf E\rangle\ge0$. Thus $F(s)\le1$ for $s>1$. As $s$ falls to 1, that is $\varepsilon_1\to0$, the integrand rises monotonically, and

$$\int_0^1\frac{d\mu(z)}{1-z}\le1 .$$

Call $\mathcal S$ the class of functions $\int d\mu/(s-z)$ with $\mu\ge0$ on $[0,1]$ obeying this inequality.

## (b) What volume fraction and isotropy fix

**Find the first two moments $\mu_n=\int z^n d\mu$.**

**Solution.** From the definition of $\mu$,

$$\mu_0=\langle\chi\rangle=p,\qquad \mu_1=\langle\chi\mathbf e\cdot\Gamma\chi\mathbf e\rangle=\sum_{\mathbf k\ne0}|\chi_{\mathbf k}|^2(\hat{\mathbf k}\cdot\mathbf e)^2 .$$

Summing $\mu_1$ over $d$ orthogonal directions replaces $(\hat{\mathbf k}\cdot\mathbf e)^2$ by 1, and Parseval's theorem gives $\langle\chi^2\rangle-\langle\chi\rangle^2=p(1-p)$.

At large $|s|$, $F=\mu_0/s+\mu_1/s^2+\dots$. If the tensor $\varepsilon_*$ is isotropic for all weak contrasts, $\mu_1$ is the same in every direction, so

$$\mu_1=\frac{p(1-p)}d .$$

Isotropy of each constituent does not suffice for this; the arrangement must be isotropic in its effect. Cubic symmetry is enough, since it makes a second-rank tensor isotropic.

## (c) The continued fraction

**Let $F\in\mathcal S$ have mass $g=\mu_0$, $0<g<1$. Show that**

$$F'(s)=\frac{1}{1-g}\Big[1-\frac{g}{sF(s)}\Big]$$

**is again in $\mathcal S$, find its mass, and obtain the continued fraction.**

**Solution.** First we need $1/F$. Let $M$ be multiplication by $z$ on functions square integrable with $\mu$, and $u=1/\sqrt g$ the normalized constant. Split $Mu=bu+v$ with $v\perp u$; then $b=\mu_1/\mu_0$. Solve $(s-M)h=u$ with $h=\alpha u+h'$, $h'\perp u$. If $M'$ is $M$ restricted and projected to the complement of $u$, the two components read

$$(s-M')h'=\alpha v,\qquad (s-b)\alpha-\langle v,h'\rangle=1 .$$

Eliminate $h'$ and note that $\alpha=\langle u,(s-M)^{-1}u\rangle=F/g$:

$$\frac gF=s-b-\int_0^1\frac{d\tau(z)}{s-z},\qquad\tau\ge0,$$

since $M'$ also has its spectrum in $[0,1]$. Therefore

$$(1-g)F'=\frac1s\Big[b+\int\frac{d\tau}{s-z}\Big].$$

Now take $s=-t<0$. There $sF=\int t\,d\mu/(t+z)$ lies between 0 and $g$, so $g/(sF)\ge1$ and $(1-g)F'\le0$. As $1/s$ is negative, the bracket is non-negative: $b\ge\int d\tau/(t+z)$. Letting $t\to0$ gives $b\ge\int d\tau/z$, so $\tau$ has no mass at $z=0$. Using

$$\frac1{s(s-z)}=\frac1z\Big[\frac1{s-z}-\frac1s\Big],$$

we find

$$(1-g)F'=\frac{b-\int d\tau/z}{s}+\int\frac{d\tau/z}{s-z}.$$

Both weights are non-negative, so $F'$ has a positive measure on $[0,1]$, of mass $b/(1-g)$. For $s>1$, $F\le1$ gives $F'\le(1-g/s)/(1-g)$, which tends to 1 as $s\to1$. Hence $F'\in\mathcal S$.

Every mass in $\mathcal S$ is at most 1, because $1/(1-z)\ge1$. Solve the definition of $F'$ for $F$ and repeat, starting with $F_1=F$:

$$F_n=\frac{g_n/s}{1-(1-g_n)F_{n+1}},\qquad 0\le g_n\le1 .$$

If $g_n=0$, then $F_n=0$. If $g_n=1$, the inequality in (a) forces all mass to $z=0$, so $F_n=1/s$. In either case the fraction ends. Substituting two levels at a time shows the Stieltjes form:

$$F=\cfrac{g_1}{s-\cfrac{(1-g_1)g_2}{1-\cfrac{(1-g_2)g_3}{s-\cdots}}}$$

The first parameters are

$$g_1=p,\qquad g_2=\frac{\mu_1}{p(1-p)},$$

and by (b) the values of $g_2$ along $d$ orthogonal axes add up to 1. Isotropy means $g_2=1/d$.

## (d) The range of an unknown tail

**Between which values can $F_{n+1}(s)$ lie if nothing is known of it but membership of $\mathcal S$?**

**Solution.** Let its measure be $\sigma$ and write

$$F_{n+1}=\int\frac{1-z}{s-z}\,\frac{d\sigma}{1-z},\qquad \frac{d}{dz}\frac{1-z}{s-z}=\frac{1-s}{(s-z)^2}.$$

The quotient runs monotonically from $1/s$ at $z=0$ to 0 at $z=1$, for $s>1$ and for $s<0$ alike. The remaining weight totals at most 1. So $F_{n+1}$ lies between 0 and $1/s$, and both ends belong to $\mathcal S$.

Plain truncation sets the tail to 0 and gives one bound. Its partner needs the other extreme tail, $1/s$, which rests on the inequality from $\varepsilon_*\ge0$.

## (e) Volume fraction alone

**Only $g_1=p$ is known. Find the bounds on $\varepsilon_*$.**

**Solution.** In $F=(p/s)/[1-(1-p)F_2]$ the denominator stays positive over the range of $F_2$, so $F$ is monotonic in $F_2$ and its extremes are at the ends.

For $F_2=0$, $F=p/s$ and

$$\varepsilon_*=\varepsilon_2-p(\varepsilon_2-\varepsilon_1)=p\varepsilon_1+(1-p)\varepsilon_2 .$$

For $F_2=1/s$, $F=p/(s-1+p)$. With $s-1=\varepsilon_1/(\varepsilon_2-\varepsilon_1)$,

$$\varepsilon_*=\varepsilon_2\frac{s-1}{s-1+p}=\frac{\varepsilon_1\varepsilon_2}{\varepsilon_1+p(\varepsilon_2-\varepsilon_1)}=\Big[\frac p{\varepsilon_1}+\frac{1-p}{\varepsilon_2}\Big]^{-1}.$$

These are the Wiener bounds: the arithmetic mean above, the harmonic mean below. No isotropy was used.

## (f) Add isotropy

**Now $g_2=1/d$ is known too. Find the new bounds.**

**Solution.** For $F_3=0$, $F_2=1/(ds)$ and $F=p/[s-(1-p)/d]$. Dividing numerator and denominator of $\varepsilon_2F$ by $\varepsilon_2$, with $s/\varepsilon_2=1/(\varepsilon_2-\varepsilon_1)$,

$$\varepsilon_*^{(2)}=\varepsilon_2+\frac{p}{\dfrac1{\varepsilon_1-\varepsilon_2}+\dfrac{1-p}{d\,\varepsilon_2}} .$$

For $F_3=1/s$,

$$F_2=\frac{1}{ds-d+1},\qquad F=\frac{p(ds-d+1)}{s(ds-d+p)} .$$

The numerator of $1-F$ is

$$s(ds-d+p)-p(ds-d+1)=(s-1)(ds-pd+p).$$

Since $\varepsilon_2(s-1)/s=\varepsilon_1$,

$$\varepsilon_*^{(1)}=\varepsilon_1\frac{ds-pd+p}{ds-d+p}=\varepsilon_1\Big[1+\frac{d(1-p)}{d(s-1)+p}\Big]
=\varepsilon_1+\frac{1-p}{\dfrac1{\varepsilon_2-\varepsilon_1}+\dfrac{p}{d\,\varepsilon_1}} .$$

This is the first expression with the phases exchanged. The two are the Hashin-Shtrikman bounds. At $d=1$ both reduce to the harmonic mean, as they must for layers crossed by the field.

## (g) Order, nesting and limits

**Which tail gives the upper bound? Do the bounds tighten, and how fast at weak contrast?**

**Solution.** The slope of one step is

$$\frac{dF_n}{dF_{n+1}}=\frac{g_n(1-g_n)/s}{[1-(1-g_n)F_{n+1}]^2},$$

with the sign of $s$. For $s>1$ every step is increasing, so the zero tail gives the smallest $F$ and the upper bound on $\varepsilon_*$ at each level. For $s<0$ the zero tail is the larger end of the range $[1/s,0]$, and each step reverses order. The zero tail is then the upper bound at odd levels and the lower one at even levels. At level two, in both cases, the upper bound is the formula built on the phase of larger permittivity.

The bounds are nested. With the new end tails, $F_n$ equals $g_n/s$ or $g_n/(s-1+g_n)$. The first clearly lies between 0 and $1/s$. The second does so because $(1-g_n)(s-1)\ge0$ for $s>1$, and because $g_n|s|\le|s|+1-g_n$ for $s<0$.

At weak contrast, $|s|\gg1$, each slope tends to $g_j(1-g_j)/s$. The initial range $1/|s|$ therefore shrinks to

$$|\Delta F|\simeq\frac1{|s|^{n+1}}\prod_{j=1}^n g_j(1-g_j)$$

at level $n$, to leading order. Each further known parameter gains one order in the contrast.

At strong contrast the gain can vanish on one side. If $\varepsilon_1\to0$, then $s\to1$, the tail $1/s$ tends to 1, and each step with $g_n>0$ maps 1 to 1. If none of the known $g_n$ is zero, every lower bound then tends to zero: such data cannot exclude that phase 1 seals off phase 2.

## (h) Are the bounds reached, and is isotropy needed?

**Give structures that reach each bound, and one that breaks the second pair.**

**Solution.** Layers or columns parallel to the field have uniform $\mathbf E$ and give the arithmetic mean. Layers crossed by the field have uniform $\mathbf D$ and give the harmonic mean.

For the second pair in $d=3$, take a core $\varepsilon_c$ filling the fraction $c$ of a coated sphere of outer radius 1, with shell $\varepsilon_s$. Put it in a medium $\varepsilon_0$ and ask that the outside field stay uniform. Apart from the factor $\cos\theta$, the potentials are $ar$, $Br+C/r^2$ and $r$. Continuity of potential and normal $\mathbf D$ at $r^3=c$ and at $r=1$ gives

$$a=B+\frac Cc,\quad \varepsilon_ca=\varepsilon_s\Big(B-\frac{2C}c\Big),\quad B+C=1,\quad \varepsilon_s(B-2C)=\varepsilon_0 .$$

The first two yield $C/B=x=c(\varepsilon_s-\varepsilon_c)/(\varepsilon_c+2\varepsilon_s)$. The last two yield

$$\varepsilon_0=\varepsilon_s\frac{1-2x}{1+x}=\varepsilon_s+\frac{3\varepsilon_s\,c(\varepsilon_c-\varepsilon_s)}{3\varepsilon_s+(1-c)(\varepsilon_c-\varepsilon_s)} .$$

With core 1, shell 2 and $c=p$ this is $\varepsilon_*^{(2)}$; with the roles exchanged and $c=1-p$ it is $\varepsilon_*^{(1)}$. Such a sphere can replace a sphere of the medium without disturbing the field outside. Filling the space with scaled copies, down to vanishing size, leaves $\varepsilon_*=\varepsilon_0$. Both bounds are thus the best possible from $p$ and isotropy.

Columns of permittivity 1 in a host of 2.9, with $p=0.245$ and the field along them, have $\varepsilon_*=2.435$. The isotropic upper bound at this $p$ is 2.343. It is broken because $g_2=0$ here, not $1/3$.

## (i) Beyond isotropy

**Find all $g_n$ of the two-dimensional checkerboard, and see how further levels close in.**

**Solution.** A quarter turn about the centre of a square maps the checkerboard on itself, so $\varepsilon_*$ is the same in every direction. In two dimensions, turning every field vector by a right angle exchanges curl-free and divergence-free fields. The turned $\mathbf D$ and $\mathbf E$ thus solve the problem for the permittivity $1/\varepsilon$, with effective value $1/\varepsilon_*$. Multiplying $1/\varepsilon$ by $\varepsilon_1\varepsilon_2$ exchanges the phases, which only shifts a checkerboard. So $\varepsilon_*=\varepsilon_1\varepsilon_2/\varepsilon_*$, or $\varepsilon_*=\sqrt{\varepsilon_1\varepsilon_2}$. Then $(1-F)^2=1-1/s$, and

$$F(2-F)=\frac1s\quad\Rightarrow\quad F=\frac{1/(2s)}{1-F/2}.$$

This is the recursion with $g_1=1/2$ and $F_2=F$, so every $g_n=1/2$. For permittivities 1 and 2.9, $\varepsilon_*=1.7029$, and the levels give:

| Level | Lower | Upper |
|---|---|---|
| 1 | 1.4872 | 1.9500 |
| 2 | 1.6441 | 1.7639 |
| 3 | 1.6874 | 1.7186 |
| 4 | 1.6989 | 1.7070 |

A three-dimensional test used a cubic-symmetric pattern on $7^3$ points, with gradient fields built from plane waves and $p=0.1924$. It checks the projection algebra and is not a picture of a pore network. Its spectrum gave $g_2=0.3333$ and $g_3=0.1337$. Direct energy minimization for permittivity 1 in 2.9 gave 2.4476, inside the level-two range 2.3677 to 2.4561 and the level-three range 2.4408 to 2.4501.

## (j) A porous interlayer dielectric

**A porous organosilicate film has skeleton $k=2.9$, empty pores with $k=1$, and porosity 0.30. Bound its $k$, find the porosities that allow $k=2.2$, and judge the neglected effects for pores of radius 1 nm and 0.7 V across 20 nm.**

**Solution.** Here $s=2.9/1.9=1.5263$. The four end values are

$$\frac{0.30}{1.5263}=0.1966,\qquad \frac{0.30}{0.8263}=0.3631,$$

$$\frac{0.30}{1.5263-0.2333}=0.2320,\qquad \frac{0.30\times2.5789}{1.5263\times1.8789}=0.2698 .$$

From $k=2.9(1-F)$, the Wiener range is 1.85 to 2.33 and the Hashin-Shtrikman range 2.12 to 2.23. Isotropy narrows the interval 4.4 times, from 0.48 to 0.11. The upper end is reached by the coated spheres of (h), empty cores in skeleton shells with sizes running down to zero; pores of one size are not exactly that structure. The lower end is reached with the roles exchanged, skeleton grains each wrapped in empty space, which is not a self-supporting film.

Solving the bounds for $p$ at $k=2.2$ allows porosities from 0.167 to 0.368 without isotropy and from 0.263 to 0.313 with it. In this window the bounds do not exclude $k=2.2$, and they do not ensure it. Near 0.263 the value needs a structure close to the lower bound, such as skeleton grains cut apart by pore space, so a film with a load-bearing skeleton should be expected to need more porosity.

The inputs are rough typical values for porous organosilicate films. Real films can depart from the model in several ways. Some are sized here, each with the other settings held fixed.

- Water in 1 % of the film volume, given its bulk value of about $k=80$ and placed in a uniform host with $k$ at the upper bound, raises $k$ by about 0.06 as separate drops and by 0.78 as threads along the field. The arrangement thus matters as much as the amount. These are formal estimates, not predictions: in a real pore water has skeleton and empty space around it, and 1 % of the film volume is only about five molecules per pore of radius 1 nm, too few for a bulk permittivity to have a clear meaning. The two-phase result is meant for a dry film.
- Two dense 1 nm skins in the 20 nm gap, in series with film at the upper bound, raise $k$ by 0.05.
- Pores flattened across the field, with $g_2=0.40$, shift the range to 2.08 to 2.20.
- A skeleton $k$ higher by 0.1 raises the upper bound by 0.06. Pore walls of about a nanometre or less make a bulk skeleton $k$ uncertain.

The applied field is 0.35 MV/cm. By $sF/p$, the mean pore field of an isotropic film is 1.18 to 1.37 times the applied field. A lone spherical pore, the limit $p\to0$ of $\varepsilon_*^{(2)}$, has the factor $s/(s-1/3)=1.28$, or 0.45 MV/cm. This field and the largest mean pore field of an isotropic film, 0.48 MV/cm, are both about 10 times below a rough film breakdown field of 5 MV/cm, which is itself an applied field. Without isotropy the Wiener end $F=0.3631$ allows a factor of 1.85, or 0.65 MV/cm, about 8 times below it. Local peaks, in the pores or in the skeleton, can be higher and are not bounded here.

For a rough leakage of $10^{-9}$ A/cm², the loss tangent is about $2\times10^{-9}$ at 1 MHz. The squared ratio of pore radius to reduced wavelength is about $10^{-11}$ at 100 GHz. For signals between these two frequencies the static, lossless treatment is therefore adequate on these two counts; dipolar loss in the skeleton is not included. Under a bias held for minutes, leakage rather than permittivity sets the fields, and the pore fields above need not apply. Further values are in the numerical output.

## Computed values

```
skeleton k 2.9, pore k 1.0, porosity 0.30
s = 1.5263, 1/s = 0.6552
Wiener: F open 0.1966, closed 0.3631
Wiener: k from 1.8471 to 2.3300, width 0.4829
HS: F open 0.2320, closed 0.2698
HS: k from 2.1176 to 2.2271, width 0.1095
width ratio Wiener/HS 4.41
porosity for k = 2.2, Wiener: 0.167 to 0.368
porosity for k = 2.2, HS: 0.263 to 0.313
lattice model: 7^3 points, p = 0.1924
lattice g_1..g_4: 0.1924 0.3333 0.1337 0.4451
lattice k (1 in 2.9): 2.447639
lattice level 1: 2.123612 to 2.534402
lattice level 2: 2.367723 to 2.456115
lattice level 3: 2.440764 to 2.450142
lattice level 4: 2.445686 to 2.447911
no symmetry, g_2 on x,y,z: 0.2960 0.3463 0.3577
columns p = 0.2449: k 2.4347, HS upper 2.3428
layers p = 0.2857: k 1.8796, HS lower 2.1492
2D checkerboard (1, 2.9): k = 1.702939, all g = 1/2
checkerboard level 1: 1.487179 to 1.950000
checkerboard level 2: 1.644068 to 1.763918
checkerboard level 3: 1.687430 to 1.718590
checkerboard level 4: 1.698892 to 1.706995
water k 80 (rough), 1 % of film volume
k rise from water: drops 0.062, threads 0.778
two 1 nm dense skins in 20 nm: k rise 0.053
flattened pores, g_2 = 0.40: k from 2.0831 to 2.2019
skeleton k higher by 0.1: HS upper rises 0.062
applied field 0.350 MV/cm (0.7 V, 20 nm)
mean pore field / applied: 1.180 to 1.373
lone spherical pore, field factor 1.279: 0.448 MV/cm
rough breakdown 5 MV/cm, margin 11.2 times
leakage 1e-09 A/cm2 (rough): loss tangent 2.3e-09 at 1 MHz
retardation (q*radius)^2 at 100 GHz, 1 nm: 1.3e-11
```
